# Gauge Invariance and the Massive Chern-Simons Photon in 2+1 Dimensions

To compute the force between two charges in a planar model, one must first choose the photon's denominator. With \(1/k^2\), the static energy is logarithmic and has no finite range. With \(1/(k^2-\mu^2)\), it is screened. It is tempting to decide the matter in one line: the theory is gauge invariant, so the photon is massless. If the Lagrangian contains a Chern-Simons term, that line selects the wrong denominator.

## Why the belief is tempting

The mass term \(A_\mu A^\mu\) changes under \(A_\mu\to A_\mu+\partial_\mu\chi\), so gauge invariance forbids it. A stronger argument uses the quadratic kernel \(M^{\nu\beta}(k)\), which acts on a plane wave \(A_\beta e^{-ik\cdot x}\) in the field equation. Gauge invariance requires \(M^{\nu\beta}k_\beta=0\). In 3+1 dimensions, a Lorentz-covariant kernel can be built from \(g^{\nu\beta}\), \(k^\nu k^\beta\) and the four-index antisymmetric tensor. The last must be contracted with two copies of \(k\), which gives zero. What remains is

\[
M^{\nu\beta}=-a(k^2)\,(k^2g^{\nu\beta}-k^\nu k^\beta).
\]

If \(a\) is finite and nonzero at \(k^2=0\), the photon pole stays there. The argument is sound under these assumptions. It can fail if \(a\) is singular: \(a=1-m^2/k^2\), for example, gives \(k^2a=k^2-m^2\).

In 2+1 dimensions it can fail with no singularity in the kernel. The antisymmetric tensor now has three indices, so \(\epsilon^{\nu\beta\alpha}k_\alpha\) is a permitted term. It is transverse because \(\epsilon^{\nu\beta\alpha}k_\beta k_\alpha=0\). Gauge invariance therefore does not fix the pole until this term has been examined.

## A gauge-invariant action

I use atomic units with \(\hbar=1\), coordinates \(x^\mu=(ct,x,y)\), metric \((+,-,-)\) and \(\epsilon^{012}=+1\). Lowering all three indices gives \(\epsilon_{012}=+1\), because two signs change. The unit charge is absorbed in \(A_\mu\), which is then an energy. The coupling \(G\) is also an energy, and \(\mu\) is an inverse length. The action is

\[
S=\int dt\,d^2x\left\{\frac1G\left[-\frac14F_{\mu\nu}F^{\mu\nu}
+\frac{\mu}{4}\epsilon^{\alpha\beta\gamma}F_{\alpha\beta}A_\gamma\right]-j^\mu A_\mu\right\},
\]

with \(F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu\) and a conserved current \(j^\mu\).

Under a gauge transformation \(F\) is unchanged, and the Chern-Simons term changes by

\[
\frac{\mu}{4G}\epsilon^{\alpha\beta\gamma}F_{\alpha\beta}\partial_\gamma\chi
=\partial_\gamma\left(\frac{\mu}{4G}\epsilon^{\alpha\beta\gamma}F_{\alpha\beta}\chi\right),
\]

because \(\epsilon^{\alpha\beta\gamma}\partial_\gamma F_{\alpha\beta}=0\). For \(\chi\) vanishing at the boundary, the action is invariant. The Lagrangian contains \(A\) without a derivative, but gauge invariance survives.

Now vary \(A\). After integration by parts, the Maxwell term gives \(\partial_\mu F^{\mu\nu}\delta A_\nu/G\). The Chern-Simons term is \((\mu/2G)\epsilon^{\alpha\beta\gamma}(\partial_\alpha A_\beta)A_\gamma\). Varying either factor of \(A\) gives the same contribution after integration by parts, so the factor \(1/2\) cancels. With

\[
\tilde F^\nu=\frac12\epsilon^{\nu\alpha\beta}F_{\alpha\beta}
=\epsilon^{\nu\alpha\beta}\partial_\alpha A_\beta ,
\]

the field equation is

\[
\partial_\mu F^{\mu\nu}+\mu\tilde F^\nu=Gj^\nu .
\]

It contains only gauge-invariant fields.

## The mass without a gauge choice

Set \(j=0\). Inverting the definition of \(\tilde F\) gives \(F^{\mu\nu}=\epsilon^{\mu\nu\rho}\tilde F_\rho\). Exchanging the first two indices of \(\epsilon\) costs a sign, so the field equation becomes

\[
\epsilon^{\nu\mu\rho}\partial_\mu\tilde F_\rho=\mu\tilde F^\nu .
\]

Apply the operator on the left once more. The right side becomes \(\mu^2\tilde F^\nu\). The left side follows from

\[
\epsilon^{\nu\mu\rho}\epsilon_{\rho\alpha\beta}
=\delta^\nu_\alpha\delta^\mu_\beta-\delta^\nu_\beta\delta^\mu_\alpha ,
\]

which gives

\[
\partial_\mu(\partial^\nu\tilde F^\mu-\partial^\mu\tilde F^\nu)
=-\partial_\mu\partial^\mu\tilde F^\nu ,
\]

since \(\partial_\mu\tilde F^\mu=0\) by the definition of \(\tilde F\). Therefore

\[
(\partial_\mu\partial^\mu+\mu^2)\tilde F^\nu=0,
\qquad k^2=\mu^2,\qquad
\mathcal E(q)=c\sqrt{q^2+\mu^2},
\]

where \(q\) is the spatial wavenumber. The energy gap is \(c|\mu|\), and no gauge has been chosen.

## One state, with one spin

The first-order equation says more than its square. For a wave at rest, \(\partial_i=0\) and \(\partial_0=-i|\mu|\). Its \(\nu=0\) component gives \(\tilde F^0=0\). For \(\nu=1\),

\[
\epsilon^{102}\partial_0\tilde F_2=-\partial_0\tilde F_2
=\partial_0\tilde F^2=\mu\tilde F^1 .
\]

With \(\sigma=\operatorname{sgn}\mu\), this means \(-i|\mu|\tilde F^2=\mu\tilde F^1\), or

\[
\tilde F^2=i\sigma\tilde F^1 .
\]

The \(\nu=2\) component gives the same relation. There is thus one polarization, \(e=(1,i\sigma)/\sqrt2\). A counterclockwise rotation through \(\theta\) acts as

\[
R(\theta)\begin{pmatrix}1\\ i\sigma\end{pmatrix}
=\begin{pmatrix}\cos\theta-i\sigma\sin\theta\\ \sin\theta+i\sigma\cos\theta\end{pmatrix}
=e^{-i\sigma\theta}\begin{pmatrix}1\\ i\sigma\end{pmatrix}.
\]

A state of angular momentum \(s\) acquires \(e^{-is\theta}\), so \(s=\sigma\): the spin is \(+\hbar\) for \(\mu>0\) and \(-\hbar\) for \(\mu<0\). Rotations in a plane have one generator, and a single state can carry one of its eigenvalues. A mirror reflection reverses the spin, but it also reverses the sign of the Chern-Simons term. The opposite spin therefore belongs to the theory with \(-\mu\), not to a second state of the same theory.

A Proca field is different. Its free equation is \(\partial_\mu F^{\mu\nu}+m^2A^\nu=0\), whose divergence gives \(\partial_\nu A^\nu=0\). At rest this removes \(A^0\) but leaves \(A^1\) and \(A^2\) independent, so there are two states. The Maxwell photon in 2+1 dimensions has one, since only one spatial direction is perpendicular to \(\mathbf q\). The Chern-Simons term makes that one state massive without adding another.

## The propagator and its two poles

Add the gauge-fixing term \(-(\partial\cdot A)^2/(2\xi G)\) to the Lagrangian. Define

\[
P_{\nu\beta}=g_{\nu\beta}-\frac{k_\nu k_\beta}{k^2},\qquad
E_{\nu\beta}=\epsilon_{\nu\beta\alpha}k^\alpha .
\]

Replacing \(\partial_\mu\) by \(-ik_\mu\), the Maxwell part of the kernel is \(-k^2P\). The Chern-Simons part is \(-i\mu\epsilon^{\nu\alpha\beta}k_\alpha=i\mu E^{\nu\beta}\), and gauge fixing contributes \(-k^\nu k^\beta/\xi\). Hence

\[
M=-k^2P+i\mu E-\frac{1}{\xi}kk .
\]

Products are taken by contracting adjacent indices with the metric. The identity for two \(\epsilon\) tensors gives \(E^2=-k^2P\), while \(PE=EP=E\). On the transverse subspace, try the inverse \(uP+vE\):

\[
(-k^2P+i\mu E)(uP+vE)
=(-k^2u-i\mu k^2v)P+(-k^2v+i\mu u)E .
\]

This must equal \(P\). The coefficient of \(E\) requires \(v=i\mu u/k^2\). The coefficient of \(P\) then requires \((-k^2+\mu^2)u=1\), so \(u=-1/(k^2-\mu^2)\). The longitudinal part of \(M\) is \(-k^2/\xi\) times the projector \(kk/k^2\), and it is inverted separately. The result is

\[
D=-\frac{1}{k^2-\mu^2}\left[P+\frac{i\mu}{k^2}E\right]-\xi\frac{kk}{k^4},
\]

where \(A=GDj\). Since \(dt=dx^0/c\), the quadratic action in \(d^3x\) has kernel \(M/(cG)\). The time-ordered propagator is therefore \(icG\,D\), with \(k^2\to k^2+i0\).

At the massive pole the bracket becomes \(N=P+iE/\mu\). Using \(k^2=\mu^2\),

\[
N^2=P+\frac{2i}{\mu}E-\frac{E^2}{\mu^2}
=2P+\frac{2i}{\mu}E=2N .
\]

The eigenvalues of \(N\) are therefore 0 or 2. Its trace is 2, because \(\operatorname{tr}P=2\) and \(\operatorname{tr}E=0\). One eigenvalue is 2 and the others vanish, so the residue has rank one. At rest, \(N_{ij}=-2e_ie_j^*\), and near the pole

\[
D_{ij}\simeq\frac{2e_ie_j^*}{k^2-\mu^2}.
\]

This is the sign of an ordinary scalar field's response \(1/(k^2-m^2)\), so the state has positive norm.

The factor \(1/k^2\) beside \(E\) might suggest an additional massless photon. Between conserved currents, all terms containing \(k_\nu k_\beta\) vanish, including the one with \(\xi\). Partial fractions then isolate the remaining light-cone term:

\[
-\frac{i\mu E}{k^2(k^2-\mu^2)}
=-\frac{i}{\mu}\frac{E}{k^2-\mu^2}+\frac{i}{\mu}\frac{E}{k^2}.
\]

Its residue at \(k^2=0\) is proportional to \(\epsilon_{\nu\beta\alpha}j'^\nu j^\beta k^\alpha\). Conservation places both currents in the two-dimensional plane orthogonal to \(k\). On the light cone, \(k\) lies in that plane too. Three vectors in one plane have zero determinant, so the residue vanishes and no massless photon is exchanged.

## What static charges feel

For a static source \(k^0=0\) and \(k^2=-q^2\), so \(D_{00}=1/(q^2+\mu^2)\). In position space, a unit charge produces \(A_0\) satisfying

\[
(-\nabla^2+\mu^2)A_0=G\,\delta^2(\mathbf r).
\]

Away from the charge, the decaying radial solution is the modified Bessel function \(K_0(|\mu|r)\). Near the origin \(K_0\simeq-\ln r\) plus a constant, and the outward flux of \(-\nabla K_0\) is \(2\pi\). Matching the delta function fixes the prefactor. A second unit charge at rest has energy \(A_0\), so

\[
V(r)=\frac{G}{2\pi}K_0(|\mu|r).
\]

For \(r\ll1/|\mu|\) this reduces to the Maxwell logarithm plus a constant. For \(r\gg1/|\mu|\) it decays exponentially, apart from a power of \(r\).

Screening does not remove every long-range effect. The \(\nu=0\) field equation is

\[
-\nabla^2A_0+\mu F_{12}=G\,\delta^2(\mathbf r).
\]

Comparison with the equation for \(A_0\) gives \(F_{12}=\mu A_0\). Integrating over the plane, the gradient term vanishes at infinity and leaves

\[
\Phi=\int d^2x\,F_{12}=\frac G\mu .
\]

A test charge carried round a fixed one at a distance much larger than \(1/|\mu|\) acquires, from this flux, a phase of magnitude \(|\Phi|/c=G/(c|\mu|)\). This is the static trace of the \(E/k^2\) term, which need not vanish away from the light cone.

The phase grows as \(\mu\to0\), although Maxwell theory attaches no flux to a static charge. The two statements agree once the order of limits is specified. At fixed \(r\), \(F_{12}=\mu A_0\) tends to zero as \(\mu\ln|\mu|\), while the total flux spreads over a region of radius about \(1/|\mu|\). The flux through a loop of fixed size therefore tends to zero, also as \(\mu\ln|\mu|\), even though the total grows.

## When the mass is quantized

On an infinite plane with a noncompact gauge group, \(\mu\) can take any real value. A global restriction appears if the gauge group is compact and space is a closed surface that admits flux.

Take time to be periodic and the flux of \(F_{12}\) to be its smallest nonzero value, \(2\pi c\). A shift of \(\oint A_0\,dt\) by \(2\pi\) leaves the phase factor of a unit charge unchanged, so it is a gauge transformation, though not one connected to the identity. Use the variation found earlier, with \(\delta A_0\) uniform in space. The Maxwell part integrates to zero over the closed surface, leaving

\[
\Delta S=\frac{\mu}{G}\int d^2x\,F_{12}\oint dt\,\delta A_0
=\frac{\mu}{G}(2\pi c)(2\pi)=2\pi K,
\qquad K=\frac{2\pi c\mu}{G}.
\]

Reading off only the explicit \(A_0F_{12}\) term in the Lagrangian would give half this value. The remaining terms, of the form \(F_{0i}A_j\), do not change under a uniform shift of \(A_0\). With flux, however, \(A_i\) cannot be a single-valued function on the whole closed surface. The Lagrangian must then be integrated over patches, and the action needs additional terms where the patches meet, so that its variation gives the field equation there too. Those terms supply the other half. The variation itself contains only \(F\), which is single-valued, so it gives the full result directly.

For \(e^{iS}\) to be unchanged, \(K\) must be an integer. This is a necessary condition from this geometry. The gap is then

\[
c|\mu|=\frac{|K|G}{2\pi}.
\]

The condition falls on the ratio \(c\mu/G\). At a given \(G\), global gauge invariance restricts the mass to discrete values; it does not set it to zero.

## The size of the error

Take a planar model with \(G=5\) eV and \(K=2\). These are round parameters, not those of a real film, whose electromagnetic field would spread into the third dimension. The gap is

\[
c\mu=\frac{2\times5\ \text{eV}}{2\pi}=1.592\ \text{eV},
\]

or 0.0585 hartree. The screening length \(1/\mu\) is 1240 angstrom, or 2343 bohr.

At wavenumber 0.001 inverse angstrom, a massless photon would have energy \(cq=1.973\) eV. The massive one has

\[
\mathcal E=\sqrt{(1.592\ \text{eV})^2+(1.973\ \text{eV})^2}=2.535\ \text{eV}.
\]

Assuming a massless photon underestimates the energy by 22%, relative to the massive result. At smaller \(q\) the relative error grows, because the massless energy goes to zero while the true one approaches the gap.

For static charges, the prefactor \(G/(2\pi)\) is 0.796 eV. The energy is 0.4454 eV at 1000 angstrom and 0.0086 eV at 5000 angstrom, a drop of 0.437 eV. The Maxwell logarithm would give

\[
0.796\ \text{eV}\times\ln5=1.281\ \text{eV},
\]

nearly three times as much. Yet at large separation the phase of a charge carried round another is \(2\pi/K=3.14\) rad. The force has become short-ranged; the phase has not.

The state counts in the numerical output come from inverting the kernel built directly from the Lagrangian and taking residues between conserved currents. They show one massive state and no massless state for Maxwell-Chern-Simons theory, against two massive states for Proca theory. For a Maxwell-Chern-Simons field confined to 2+1 dimensions, the denominator is thus \(k^2-\mu^2\), accompanied by the odd term that selects the spin and attaches the flux. A thin film coupled to the three-dimensional electromagnetic field has a different kernel, and this result is not derived for it. What gauge invariance requires is a transverse kernel, and in 2+1 dimensions a transverse kernel can have a massive pole.

## Computed values

```
Invariant three-index tensors in 2+1 dimensions: 1
Invariant three-index tensors in 3+1 dimensions: 0
Massless states, Maxwell in 2+1: 1
Massless states, Maxwell-Chern-Simons: 0
Massive states, Maxwell-Chern-Simons: 1
Massive states, Proca in 2+1: 2
Spin for mu > 0: +1.000000 hbar
Spin for mu < 0: -1.000000 hbar
Polarization ratio e_y/e_x for mu > 0: +1.000000 i
Polarization ratio e_y/e_x for mu < 0: -1.000000 i
Input coupling energy G: 5.000 eV
Input Chern-Simons level K: 2
Photon energy gap: 1.59155 eV
Photon energy gap, converted: 0.058488 hartree
Screening length 1/mu: 1239.84 angstrom
Screening length, converted: 2342.96 bohr
Input photon wavenumber: 0.0010 1/angstrom
Photon energy at this wavenumber, massless: 1.97327 eV
Photon energy at this wavenumber, massive: 2.53512 eV
Prefactor G/(2 pi) of the static energy: 0.79577 eV
Static energy of two unit charges at 500 angstrom: 0.88125 eV
Static energy of two unit charges at 1000 angstrom: 0.44542 eV
Static energy of two unit charges at 2000 angstrom: 0.14708 eV
Static energy of two unit charges at 5000 angstrom: 0.00856 eV
Energy drop from 1000 to 5000 angstrom, massive: 0.43686 eV
Energy drop from 1000 to 5000 angstrom, Maxwell: 1.28075 eV
Phase of a charge taken round another, magnitude: 3.1416 rad
Large-gauge phase divided by 2 pi: 2.000000
```
